# Relativistic contraction of the 1s orbital in hydrogenic tungsten

## Problem

A single electron is bound to a tungsten nucleus of charge \(Z=74\). Compare the mean distance \(\langle r\rangle\) of the electron from the nucleus in the 1s state according to the Schrödinger equation and according to the Dirac equation.

(a) Estimate the relativistic change of the orbital's size by a scaling argument.

(b) Solve the Dirac equation for the 1s state and show that relativity reduces \(\langle r\rangle\) by about 11 percent.

(c) Explain why the estimate and the solution differ.

The nucleus is a fixed point charge, and radiative corrections are left out. The system is the ion W\(^{73+}\), so no other electrons screen the nucleus. Hartree atomic units are used: \(\hbar\), the electron mass and the elementary charge are one, lengths are in bohr and energies in hartree. The speed of light is then \(c=1/\alpha=137.036\), where \(\alpha\) is the fine-structure constant. Energies do not include the rest energy \(c^2\).

## The nonrelativistic reference

For an s state, write the Schrödinger wave function as \(u(r)/(r\sqrt{4\pi})\). The radial equation is

\[
-\frac12u''-\frac Zr u=Eu .
\]

Try \(u=re^{-Zr}\). Two differentiations give \(u''=(Z^2r-2Z)e^{-Zr}\), and the left side becomes

\[
-\frac{Z^2}{2}re^{-Zr}+Ze^{-Zr}-Ze^{-Zr}=-\frac{Z^2}{2}u .
\]

This is the nodeless 1s solution, with \(E=-Z^2/2\). The probability of finding the electron between \(r\) and \(r+dr\) is proportional to \(r^2e^{-2Zr}\,dr\).

Means over such densities follow from one integral identity. For \(p>-1\), integration by parts gives

\[
\int_0^\infty r^{p+1}e^{-2Zr}dr=\frac{p+1}{2Z}\int_0^\infty r^{p}e^{-2Zr}dr ,
\tag{1}
\]

because the boundary term \(-r^{p+1}e^{-2Zr}/(2Z)\) vanishes at both ends. With \(p=2\), the ratio of the two integrals is the mean radius:

\[
\langle r\rangle_{\rm S}=\frac{3}{2Z}=\frac{3}{148}=0.020270\ \text{bohr}.
\]

## (a) Estimate by scaling

Let the orbital have a single characteristic radius \(r\), and let the electron's momentum be \(p=1/r\). This is the momentum on a circular orbit with one unit of angular momentum, and it has the size required by the uncertainty relation. The nonrelativistic energy is then \(p^2/2-Zp\). It is smallest at \(p=Z\), so \(r=1/Z\), and its minimum is \(-Z^2/2\). The estimate therefore has the correct nonrelativistic energy.

For a relativistic electron the kinetic energy is \(c\sqrt{c^2+p^2}-c^2\), so

\[
E(p)=c\sqrt{c^2+p^2}-c^2-Zp .
\]

The condition for a minimum is

\[
\frac{dE}{dp}=\frac{cp}{\sqrt{c^2+p^2}}-Z=0 .
\]

The first term is the velocity of a particle with momentum \(p\). The electron thus moves with \(v=Z\), or \(v/c=Z\alpha=0.540\), which is more than half the speed of light. To find the momentum, square the condition and collect the terms in \(p^2\):

\[
c^2p^2=Z^2(c^2+p^2)
\quad\Longrightarrow\quad
p^2=\frac{Z^2}{1-Z^2/c^2}.
\]

Define

\[
\gamma=\sqrt{1-(Z\alpha)^2}.
\]

This \(\gamma\) is smaller than one; it is the reciprocal of the Lorentz factor at speed \(v=Z\). The result is \(p=Z/\gamma\), hence

\[
r_{\rm est}=\frac{\gamma}{Z}.
\]

The second derivative, \(c^3/(c^2+p^2)^{3/2}\), is positive, so this is a minimum. At the same velocity \(Z\) as before, the electron has a momentum larger by \(1/\gamma\), and its radius is smaller by \(\gamma\).

For tungsten,

\[
\gamma=\sqrt{1-0.29160}=0.84166 ,
\]

and the characteristic radius shrinks by \(1-\gamma=0.158\), or 16 percent. If the orbital kept its shape and were merely rescaled, every length in it, including \(\langle r\rangle\), would shrink by this fraction. That assumption about the shape has not been justified, and the solution of the Dirac equation will test it.

The energy at the minimum will also be needed. Since \(c\sqrt{c^2+p^2}=c^2p/Z=c^2/\gamma\),

\[
E_{\rm est}=\frac{c^2}{\gamma}-c^2-\frac{Z^2}{\gamma}
=\frac{c^2[1-(Z\alpha)^2]}{\gamma}-c^2=-c^2(1-\gamma).
\tag{2}
\]

## (b) Solution of the Dirac equation

### The radial equations

Split the four-component wave function into an upper pair \(\varphi\) and a lower pair \(\chi\). With \(V=-Z/r\), momentum operator \(\mathbf p=-i\nabla\) and Pauli matrices \(\boldsymbol\sigma\), the Dirac equation without the rest energy reads

\[
(V-\varepsilon)\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=0,
\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2c^2-\varepsilon)\chi=0 .
\]

The 1s state should have a spherically symmetric upper pair, as in the nonrelativistic limit. Let \(\xi\) be a constant, normalized two-component spinor and \(\hat{\mathbf r}\) the radial unit vector, and set

\[
\varphi=\frac{G(r)}{r\sqrt{4\pi}}\,\xi,\qquad
\chi=-i\,\frac{F(r)}{r\sqrt{4\pi}}\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\xi .
\]

The factor \(-i\) makes the equations for \(G\) and \(F\) real. Two derivatives are needed. The gradient of a radial function points along \(\hat{\mathbf r}\), so

\[
\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac Gr\,\xi
=-i\left(\frac Gr\right)'\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\xi .
\]

For the other, use \((\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf a)=\nabla\cdot\mathbf a+i\boldsymbol\sigma\cdot(\nabla\times\mathbf a)\) with \(\mathbf a=\hat{\mathbf r}F/r\). A radial field has no curl, and its divergence is

\[
\nabla\cdot\mathbf a=\left(\frac Fr\right)'+\frac2r\frac Fr
=\frac1r\left(F'+\frac Fr\right).
\]

The two factors \(-i\), one from \(\mathbf p\) and one from \(\chi\), multiply to \(-1\). Inserting both results and removing common factors gives

\[
G'-\frac Gr=\frac{\varepsilon+2c^2-V}{c}F,
\qquad
F'+\frac Fr=-\frac{\varepsilon-V}{c}G .
\tag{3}
\]

Because \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\), the radial probability density is \(D(r)=G^2+F^2\).

### The 1s solution

The nonrelativistic function \(re^{-Zr}\) suggests a power times an exponential. Take both components to have the same form:

\[
G=Nr^s e^{-\lambda r},\qquad F=bG ,
\]

with constants \(s\), \(\lambda\) and \(b\) to be found. Then \(G'=(s/r-\lambda)G\). Insert this and \(V=-Z/r\) in equations (3) and divide by \(G\):

\[
\frac{s-1}{r}-\lambda=\frac{b(\varepsilon+2c^2)}{c}+\frac{bZ\alpha}{r},
\]

\[
b\left(\frac{s+1}{r}-\lambda\right)=-\frac{\varepsilon}{c}-\frac{Z\alpha}{r}.
\]

These must hold at every \(r\), so the \(1/r\) terms and the constant terms match separately:

\[
s-1=bZ\alpha,\qquad b(s+1)=-Z\alpha,
\tag{4}
\]

\[
\lambda=-\frac{b(\varepsilon+2c^2)}{c},\qquad b\lambda=\frac{\varepsilon}{c}.
\tag{5}
\]

There are four conditions for the four unknowns \(s,b,\lambda,\varepsilon\).

Multiply the first of equations (4) by \(s+1\) and use the second:

\[
s^2-1=Z\alpha\,b(s+1)=-(Z\alpha)^2
\quad\Longrightarrow\quad s=\pm\gamma .
\]

The \(\gamma\) of the estimate reappears, now as an exponent. For \(s=-\gamma\) the density near the nucleus would go as \(r^{-2\gamma}=r^{-1.68}\), whose integral diverges at \(r=0\). The acceptable root is \(s=\gamma\), and the first of equations (4) gives

\[
b=-\frac{1-\gamma}{Z\alpha}=-0.293 .
\]

For the energy, eliminate \(\lambda\) from equations (5). This gives \(-b^2(\varepsilon+2c^2)=\varepsilon\), or

\[
\varepsilon=-\frac{2c^2b^2}{1+b^2}.
\]

Since \((Z\alpha)^2=1-\gamma^2=(1-\gamma)(1+\gamma)\),

\[
b^2=\frac{(1-\gamma)^2}{(1-\gamma)(1+\gamma)}=\frac{1-\gamma}{1+\gamma},
\qquad 1+b^2=\frac{2}{1+\gamma},
\]

and therefore

\[
\varepsilon=-c^2(1-\gamma)=-2973.4\ \text{hartree},
\]

compared with \(-2738.0\) hartree from the Schrödinger equation. The decay constant follows from the second of equations (5):

\[
\lambda=\frac{\varepsilon}{bc}
=\frac{-c^2(1-\gamma)}{-c(1-\gamma)/(Z\alpha)}=cZ\alpha=Z .
\]

As \(c\to\infty\) at fixed \(Z\), \(\gamma\to1\) and \(b\to0\), so \(G\) becomes the Schrödinger function \(re^{-Zr}\). This identifies the solution as the 1s state.

### The mean radius

The density is

\[
D(r)=(1+b^2)G^2\propto r^{2\gamma}e^{-2Zr}.
\]

Equation (1) with \(p=2\gamma\) gives

\[
\langle r\rangle_{\rm D}=\frac{2\gamma+1}{2Z}.
\]

For tungsten,

\[
\langle r\rangle_{\rm D}=\frac{2(0.84166)+1}{148}=\frac{2.68332}{148}=0.018131\ \text{bohr}.
\]

The fractional reduction is

\[
1-\frac{\langle r\rangle_{\rm D}}{\langle r\rangle_{\rm S}}
=1-\frac{2\gamma+1}{3}=\frac{2(1-\gamma)}{3}
=\frac{2(0.15834)}{3}=0.1056 .
\tag{6}
\]

Relativity reduces the mean radius by 10.6 percent, or about 11 percent, from 1.073 pm to 0.959 pm.

This result was tested by diagonalizing both radial Hamiltonians in a basis of Gaussian functions, which contains neither the power \(r^\gamma\) nor the exponential \(e^{-Zr}\). The numerical output shows the same Dirac energy, mean radius and reduction to the digits printed.

The lower component carries a fraction \(b^2/(1+b^2)=(1-\gamma)/2\) of the probability, which is 7.9 percent here. Its presence in the density does not by itself move the mean: \(F/G\) is constant, so \(G^2\) alone, once normalized, gives the same \(\langle r\rangle\). The contraction comes from the changed power of \(r\), which both components share.

## (c) Comparison of the estimate and the solution

The estimate gave a contraction of 16 percent and the Dirac equation gives 10.6 percent for the mean. Yet the energy (2) of the estimate equals the Dirac energy. The discrepancy must therefore be sought in what the characteristic radius represents.

Consider first the most probable radius, where \(D(r)\) is largest. The logarithm of \(D\) has the derivative \(2\gamma/r-2Z\), which vanishes at

\[
r_{\max}=\frac{\gamma}{Z}=0.01137\ \text{bohr}.
\]

This is the radius found in the estimate. The Schrödinger value is \(1/Z=0.01351\) bohr, and the reduction is \(1-\gamma\), or 15.8 percent.

The mean of \(1/r\) leads to the same radius. Equation (1) with \(p=2\gamma-1\) gives

\[
\left\langle\frac1r\right\rangle_{\rm D}=\frac{2Z}{2\gamma}=\frac Z\gamma=\frac1{r_{\rm est}} .
\]

The estimate therefore has the correct potential energy, \(-Z/r_{\rm est}\), as well as the correct total energy. Its radius is the reciprocal of the mean of \(1/r\), an average that favors small distances. The mean radius gives more weight to the outer part of the orbital.

That outer part responds differently. In both theories the mean lies outside the most probable radius by the same distance:

\[
\frac{2\gamma+1}{2Z}-\frac{\gamma}{Z}=\frac1{2Z},
\qquad
\frac{3}{2Z}-\frac1Z=\frac1{2Z}.
\]

Both radii consequently move inward by the same amount,

\[
\frac{1-\gamma}{Z}=\frac{0.15834}{74}=0.00214\ \text{bohr}.
\]

For the most probable radius this shift is compared with \(1/Z\), and for the mean with \(3/(2Z)\). The percentages differ by the factor \(3/2\), which takes 15.8 percent to 10.6 percent.

The assumption that fails is thus the uniform rescaling of the orbital. A rescaled orbital with all lengths multiplied by \(\gamma\) would have the density \(r^2e^{-2Zr/\gamma}\), with a steeper exponential. The Dirac density instead keeps the exponential \(e^{-2Zr}\) and lowers the power from 2 to \(2\gamma=1.683\). The ratio of the normalized Dirac and Schrödinger densities is

\[
\frac{D(r)}{D_{\rm S}(r)}=C\,r^{-2(1-\gamma)},
\]

where \(C\) is a positive constant. This ratio falls steadily with \(r\). Since both densities integrate to one, it must exceed one at small \(r\) and be less than one at large \(r\). Relativity moves probability from outside a certain radius to inside it, but the tail loses only a slowly varying power of \(r\).

The spread of the distribution confirms the change of shape. Applying equation (1) twice gives \(\langle r^2\rangle_{\rm D}=(2\gamma+2)(2\gamma+1)/(4Z^2)\), so the variance is

\[
\langle r^2\rangle_{\rm D}-\langle r\rangle_{\rm D}^2
=\frac{(2\gamma+1)(2\gamma+2-2\gamma-1)}{4Z^2}
=\frac{2\gamma+1}{4Z^2}.
\]

Setting \(\gamma=1\) gives the Schrödinger variance \(3/(4Z^2)\). The standard deviation is thus multiplied by \(\sqrt{(2\gamma+1)/3}=\sqrt{0.89444}=0.946\), a reduction of about 5 percent. A uniform rescaling would have reduced the most probable radius, the mean and the standard deviation by one common percentage, whereas the actual reductions are about 16, 11 and 5 percent.

## Dependence on nuclear charge

The identity \(1-\gamma=(Z\alpha)^2/(1+\gamma)\) turns equation (6) into

\[
\frac{2(1-\gamma)}3=\frac{(Z\alpha)^2}{3}\,\frac{2}{1+\gamma}.
\]

For a light nucleus \(\gamma\) is close to one, and the reduction is \((Z\alpha)^2/3\) to leading order. It grows as the square of the nuclear charge because the squared velocity does. At \(Z=20\) the numerical reduction is 0.71 percent, and at \(Z=50\) it is 4.60 percent.

For tungsten the leading term gives \(0.29160/3=0.0972\), or 9.7 percent. The remaining factor is \(2/1.84166=1.086\), which restores 10.6 percent. The leading term is too small for any \(Z\alpha\) between zero and one, since \(1+\gamma<2\) there. At \(Z=74\) it still gives the right size of the effect, but it misses \(10.56-9.72=0.84\) percentage point.

The point-charge solution itself has a limit. At \(Z\alpha=1\) the exponent \(\gamma\) reaches zero, and for larger \(Z\alpha\) it is imaginary, so the solution used here no longer applies. Tungsten, with \(Z\alpha=0.54\), is well below this limit.

## What the model leaves out

Even for tungsten, the point nucleus leaves a trace in the wave function: \(G/r\) goes as \(r^{\gamma-1}=r^{-0.158}\) and diverges weakly at the origin. A real nucleus has a finite size, which weakens the attraction at very small \(r\). To see whether this matters, the point charge was replaced by a Gaussian charge distribution with a root-mean-square radius of 5 fm, a rough value for a nucleus of this size. The Dirac mean radius then rises by 0.04 percent of its point-nucleus value. With the same extended nucleus in both equations, the reduction is 10.5 percent, so the answer of about 11 percent stands.

Nuclear recoil and radiative corrections were not calculated. Nor does the result apply directly to a neutral tungsten atom or a tungsten compound, where the other electrons screen the nucleus and repel the 1s electron. In particular, the 11 percent describes a one-electron core orbital and cannot be carried over to the valence orbitals that form bonds in a tungsten precursor; their relativistic changes require a many-electron calculation.

## Computed results

```
Nuclear charge Z: 74
Fine-structure constant alpha: 0.00729735
Speed of light c: 137.0360 atomic units
Z alpha: 0.54000
(Z alpha)^2: 0.29160
gamma: 0.84166
Component ratio F/G: -0.29322
Small-component weight: 7.92 percent
Schroedinger energy: -2738.0 hartree
Dirac energy, formula: -2973.40 hartree
Dirac energy, diagonalization: -2973.40 hartree
Schroedinger mean radius: 0.020270 bohr
Schroedinger mean radius: 1.0727 pm
Dirac mean radius, formula: 0.018131 bohr
Dirac mean radius, formula: 0.9594 pm
Dirac mean radius, diagonalization: 0.018131 bohr
Ratio of mean radii: 0.89444
Reduction of mean, formula: 10.56 percent
Reduction of mean, numerical: 10.56 percent
Schroedinger most probable radius: 0.013514 bohr
Dirac most probable radius: 0.011374 bohr
Reduction of most probable radius: 15.83 percent
Common inward shift: 0.002140 bohr
Circular-orbit radius, minimized: 0.011374 bohr
Weak-field estimate: 9.72 percent
Numerical reduction at Z=20: 0.71 percent
Numerical reduction at Z=50: 4.60 percent
Rough nuclear rms radius: 5 fm
Finite-nucleus rise of mean: 0.037 percent
Reduction, finite nucleus: 10.53 percent
```
